# The Pack–Byers Brown Cusp Condition for Each Partial Wave

**Q.** I know that Coulomb repulsion puts a kink in the wavefunction where two electrons meet. But for a triplet pair the wavefunction vanishes there. What is left for a cusp condition to fix?

**A.** The next order in the distance. To find it, we treat each angular component of the pair's relative motion separately.

I use atomic units and the nonrelativistic Hamiltonian with point charges. Let particles 1 and 2 have charges $q_1,q_2$ and masses $m_1,m_2$, with $M=m_1+m_2$. Their relative vector is $\mathbf r=\mathbf r_1-\mathbf r_2$ and their centre of mass is $\mathbf C=(m_1\mathbf r_1+m_2\mathbf r_2)/M$. The chain rule gives

$$\nabla_1=\nabla_r+\frac{m_1}{M}\nabla_C,\qquad \nabla_2=-\nabla_r+\frac{m_2}{M}\nabla_C .$$

In $-\nabla_1^2/(2m_1)-\nabla_2^2/(2m_2)$ the cross terms are $-\nabla_r\cdot\nabla_C/M$ and $+\nabla_r\cdot\nabla_C/M$, which cancel. With $1/\mu=1/m_1+1/m_2$ the Hamiltonian is

$$H=-\frac{1}{2\mu}\nabla_r^2+\frac{q}{r}+T_X+W(\mathbf r,X),\qquad q=q_1q_2 .$$

Here $X$ denotes $\mathbf C$ and the positions of all other particles, $T_X$ is their kinetic energy, and $W$ holds all remaining Coulomb terms. A nucleus held fixed is the limit of infinite mass: then $\mathbf C$ sits on the nucleus and $\mu=1$ for an electron.

**Q.** $W$ is also a Coulomb energy. Why is it less dangerous than $q/r$?

**A.** Because I choose $X$ so that no third particle sits at $\mathbf C$ and no two of the others coincide. Near $r=0$, $W$ is then analytic in $\mathbf r$ and $X$. At a triple coincidence this fails, and so does the argument below.

I also assume that $\psi$ is an eigenfunction with energy $E$, smooth for $r>0$, and that $\psi$ and its derivatives with respect to $X$ stay bounded as $r\to0$. Write $\psi=\sum_{lm}\psi_{lm}(r;X)Y_{lm}$. Projecting $(H-E)\psi=0$ on $Y_{lm}$ and multiplying by $-2\mu$ gives, after rearrangement,

$$\psi_{lm}''+\frac2r\psi_{lm}'-\frac{l(l+1)}{r^2}\psi_{lm}=S_{lm},\qquad S_{lm}=2\mu\left[\frac{q}{r}\psi_{lm}+G_{lm}\right],$$

where primes are derivatives with respect to $r$ and $G_{lm}$ is the $lm$ component of $(W+T_X-E)\psi$.

**Q.** You will now say that $\psi_{lm}$ starts as $r^l$. That holds for a central potential, but $W$ is not central. Could it not feed a low power of $r$ into a high $l$?

**A.** It could, if its angular variation did not itself cost powers of $r$. A Taylor term of $W$ of degree $n$ in $\mathbf r$ contains multipoles of order at most $n$, so it can turn $l'$ into $l$ only if $n+l'\ge l$.

Suppose that, for some $t\ge0$, every component and its $X$-derivatives are $O(r^{\min(l,t)})$. Boundedness gives this for $t=0$. A degree-$n$ term of $W$ acting on component $l'$ contributes $O(r^{n+\min(l',t)})$ to component $l$. If $l'\le t$, the exponent is $n+l'\ge l$; if $l'>t$, it is at least $t$. Either way it is at least $\min(l,t)$. For a given $l$ a Taylor polynomial of finite degree suffices, because its remainder can be made $O(r^l)$ and multiplies a bounded $\psi$. Thus $G_{lm}=O(r^{\min(l,t)})$, and the term $q\psi_{lm}/r$ makes

$$S_{lm}=O(r^{\min(l,t)-1}).$$

**Q.** That bounds the source. What does it say about the solution?

**A.** If $t\ge l$ there is nothing left to show, so take $t<l$. The equation without source has solutions $r^l$ and $r^{-l-1}$, with Wronskian $-(2l+1)/r^2$. Variation of parameters gives, with a fixed small $r_0$,

$$\psi_{lm}=r^l\left[a-\int_r^{r_0}\frac{s^{1-l}S_{lm}}{2l+1}ds\right]+r^{-l-1}\left[b-\int_0^r\frac{s^{l+2}S_{lm}}{2l+1}ds\right].$$

Boundedness forces $b=0$. With $S_{lm}=O(s^{t-1})$ the last integral contributes $O(r^{t+1})$. The first integrand is $O(s^{t-l})$. Let $t$ advance in steps of one half, so that three cases occur:

- If $t<l-1$, the integral contributes $O(r^{t+1})$.
- If $t=l-1$, it may contribute $r^l\ln r$, which is $O(r^{l-1/2})=O(r^{t+1/2})$.
- If $t=l-\tfrac12$, the integral converges and the contribution is $O(r^l)$.

In each case $\psi_{lm}=O(r^{\min(l,t+1/2)})$. Differentiating the equation with respect to $X$ puts derivatives of $W$ in place of $W$, with the same Taylor structure, so the $X$-derivatives obey the same bound. After $2l$ half-steps, $\psi_{lm}=O(r^l)$.

**Q.** Granted. Where does the slope come from?

**A.** Put $\psi_{lm}=r^l f_{lm}$, with $f_{lm}$ now known to be bounded. I drop the indices on $f$. The derivatives are

$$\psi_{lm}'=r^lf'+lr^{l-1}f,\qquad \psi_{lm}''=r^lf''+2lr^{l-1}f'+l(l-1)r^{l-2}f .$$

On the left of the radial equation the coefficient of $r^{l-2}f$ is $l(l-1)+2l-l(l+1)=0$. What remains, divided by $r^l$, is

$$f''+\frac{2l+2}{r}f'=2\mu\left[\frac{q}{r}f+g\right],\qquad g=\frac{G_{lm}}{r^l},$$

and $g$ is bounded by the estimate above with $t=l$. Multiplying by $r^{2l+2}$ turns the left side into $(r^{2l+2}f')'$. Integrate from $0$ to $r$. The boundary value of $r^{2l+2}f'$ at zero must vanish, since a nonzero value $c$ would give $f\approx-c\,r^{-2l-1}/(2l+1)$, which is unbounded. Hence

$$f'(r)=\frac{2\mu}{r^{2l+2}}\int_0^r s^{2l+2}\left[\frac{q f(s)}{s}+g(s)\right]ds .$$

Since $\int_0^r s^{2l+1}ds=r^{2l+2}/(2l+2)$, the right side is bounded. So $f'$ is bounded, $f(0)$ exists, and $f(s)=f(0)+O(s)$. Inserting this once more, and noting that $g$ contributes $O(r)$, gives

$$f'(r)=\frac{2\mu q}{2l+2}f(0)+O(r)=\frac{q_1q_2\mu}{l+1}f(0)+O(r).$$

One integration yields the Pack–Byers Brown condition:

$$f_{lm}(r)=f_{lm}(0)\left[1+\frac{q_1q_2\,\mu\,r}{l+1}\right]+O(r^2).$$

**Q.** Can you say in words why a larger $l$ has a weaker cusp?

**A.** The divergent potential term $2\mu qf/r$ must be balanced by the kinetic term $(2l+2)f'/r$. The factor $r^l$ makes the coefficient of $f'$ grow with $l$, so a smaller slope is enough. If the charge of one particle were smeared out, the potential would be bounded, nothing would need balancing, and $f'(0)$ would vanish.

A case solvable by hand confirms sign and size. For an electron and a fixed nucleus of charge $Z$, take $f=e^{-\kappa r}$ with $\kappa=Z/(l+1)$. Then $f''+(2l+2)f'/r=(\kappa^2-2Z/r)f$, which is the radial equation with $q=-Z$, $\mu=1$, $W=0$ and $E=-\kappa^2/2$. The slope is $-Z/(l+1)$, as the condition demands.

**Q.** Now the triplet. Which $l$ do I use?

**A.** Exchanging two electrons sends $\mathbf r$ to $-\mathbf r$ and leaves their midpoint fixed. A triplet spin function is symmetric, so the spatial function must be odd in $\mathbf r$. Since $Y_{lm}(-\hat{\mathbf r})=(-1)^lY_{lm}(\hat{\mathbf r})$, only odd $l$ occur. Electrons have $q_1q_2=1$ and $\mu=1/2$, so $l=1$ has slope $(1/2)/2=1/4$. The $l=3$ part starts at $r^3$, and therefore

$$\psi=(\mathbf w\cdot\mathbf r)\left(1+\frac r4\right)+O(r^3),$$

with a vector $\mathbf w$ that depends on $X$. The slope is $0.2500\ \text{bohr}^{-1}$, or $0.4724\ \text{Å}^{-1}$.

Where $\mathbf w=0$ the condition says nothing about a relative slope for $l=1$. In a singlet, $l$ is even: the slope is $1/2$ for $l=0$ and $(1/2)/3=1/6$ for $l=2$.

**Q.** In a real atom the nucleus pulls on both electrons. Does $1/4$ survive in a function that was never told about it?

**A.** Take the lowest triplet S state of helium with a fixed point nucleus. I minimized the energy in a basis of antisymmetrized Laguerre polynomials in the perimetric coordinates $r_2+r_{12}-r_1$, $r_1+r_{12}-r_2$ and $r_1+r_2-r_{12}$, times $e^{-\kappa(r_1+r_2)}$ with $\kappa=1.2\ \text{bohr}^{-1}$. Here $r_1,r_2$ are the distances from the nucleus and $r_{12}=r$. No cusp was imposed.

With the midpoint 1.0 bohr from the nucleus, I projected the function on $l=1$ by angular quadrature and fitted a polynomial in $r$ to $f_1(r)$ at small $r$:

| Basis functions | Energy (hartree) | Slope (bohr$^{-1}$) |
|---|---|---|
| 125 | −2.1752286 | 0.2559 |
| 308 | −2.1752294 | 0.2501 |

Relative to $1/4$, the slope error falls from about 2.3% to about 0.03%, while the energy changes by only $8\times10^{-7}$ hartree. In this calculation the slope is much the more sensitive measure of the basis. It is also sensitive to the exponent: the same 308 functions with $\kappa=1.0$ give $0.2491$ while the energy moves by only about $2\times10^{-9}$ hartree. With $\kappa=1.2$ and 444 functions the slope is $0.2500$.

The larger basis also shows how far the linear law reaches:

| $r$ (bohr) | $f_1(r)/f_1(0)$ | $1+r/4$ |
|---|---|---|
| 0.10 | 1.0242 | 1.0250 |
| 0.20 | 1.0468 | 1.0500 |
| 0.40 | 1.0864 | 1.1000 |

The differences are $-0.0008$, $-0.0032$ and $-0.0136$. Each doubling of $r$ multiplies them by roughly four, as a remainder of order $r^2$ should.

The helium singlet ground state, treated in the same way with a symmetric basis of 372 functions and the midpoint at 0.8 bohr, gives $0.5000$ for $l=0$ and $0.1667$ for $l=2$, both in bohr$^{-1}$, with $\kappa=2.0$. The $l=2$ value is converged only to about $0.001$: $\kappa=1.7$ gives about $0.168$.

**Q.** So the surroundings do not touch the slope. Where do they appear?

**A.** In the amplitude $f(0)$ and, within $f(r)/f(0)$, from order $r^2$ on. H$_2^+$ with fixed nuclei shows this plainly. Put the origin on one nucleus, so that $q=-1$ and $\mu=1$. The other nucleus is at distance $R$ in the direction $\theta=0$, and

$$W=-\frac1R-\frac{r\cos\theta}{R^2}+\dots\equiv W_0+W_1r\cos\theta+\dots$$

There are no moving particles besides the electron, so $T_X$ is absent. Let $F_l$ be the amplitude of $r^lP_l(\cos\theta)$ and write $f_l=F_l(1+c_1r+c_2r^2+\dots)$ with $c_1=-1/(l+1)$. At order $r^0$ the left side of the equation for $f$ gives $2c_2+(2l+2)2c_2=(4l+6)c_2$ times $F_l$. The right side gives $-2c_1F_l+2g(0)$.

For $l=0$, $g(0)=(W_0-E)F_0$. For $l=1$, the term $W_1r\cos\theta$ acting on $F_0$ adds $W_1F_0$. Hence

$$c_2^{(0)}=\frac{2+2(W_0-E)}{6},\qquad c_2^{(1)}=\frac{1+2(W_0-E)+2W_1F_0/F_1}{10}.$$

I diagonalized this Hamiltonian at $R=2.0$ bohr in a basis of Laguerre times Legendre polynomials in spheroidal coordinates, with an exponential factor. The electronic energy, without nuclear repulsion, is $E=-1.10263$ hartree, and $F_1/F_0=0.30323\ \text{bohr}^{-1}$. With $W_0=-0.5$ and $W_1=-0.25$,

$$c_2^{(0)}=\frac{2+1.2053}{6}=0.534,\qquad c_2^{(1)}=\frac{1+1.2053-1.6489}{10}=0.056,$$

in bohr$^{-2}$. Projecting the computed wavefunction gives $0.534$ and $0.056$ as well. Its slopes for $l=0,1,2,3$ are $-1.000$, $-0.500$, $-0.333$ and $-0.250$ bohr$^{-1}$, which follow $-1/(l+1)$ although the surroundings are far from spherical.

**Q.** You keep the pair's centre of mass fixed. Is that more than a convenience?

**A.** For the lowest $l$ present it is a convenience, provided all lower components vanish for every nearby $X$, as $l=0$ does for a triplet pair. Moving the origin by a multiple of $\mathbf r$ adds, at first order, a factor linear in $\mathbf r$ times an $X$-gradient of $\psi$. This feeds component $l$ only from $l\pm1$. The $l-1$ component is absent and the $l+1$ component starts at $r^{l+1}$, so the addition is $O(r^{l+2})$. Terms of second and higher order carry at least $r^2$ times $r^l$. The slope, which sits at order $r^{l+1}$, is therefore unchanged. For higher $l$ the choice matters.

Take the positronium negative ion, two electrons and a positron of equal masses. Let $\mathbf r$ run from the positron to electron 1, with $q=-1$ and $\mu=1/2$. Let $\mathbf R$ run from the centre of this pair to electron 2, and let $\theta$ be the angle between $\mathbf r$ and $\mathbf R$. The condition gives slopes $-1/2$ for $l=0$ and $-1/4$ for $l=1$:

$$\psi=F_0(R)\left(1-\frac r2\right)+F_1(R)\,r\cos\theta\left(1-\frac r4\right)+\dots$$

The omitted terms of order $r^2$ have $l=0$ or $2$. Now hold fixed instead the vector $\mathbf D$ from the positron to electron 2. The pair's centre lies at $\mathbf r/2$ from the positron, so $\mathbf R=\mathbf D-\mathbf r/2$, and

$$F_0(R)=F_0(D)-\tfrac12F_0'(D)\,r\cos\theta+\dots,$$

with $\theta$ now measured from $\mathbf D$. Further corrections of second degree are even in $\mathbf r$ and cannot enter $l=1$. The gradient term carries the $l=0$ factor $1-r/2$, so the $l=1$ part becomes

$$r\cos\theta\left[\left(F_1-\tfrac12F_0'\right)+r\left(-\tfrac14F_1+\tfrac14F_0'\right)\right]+O(r^3).$$

The ratio of the two brackets is $-1/4$ only if $F_0'=0$.

**Q.** Is the damage noticeable?

**A.** Here it is large. A variational calculation with 372 functions of the same kind as for the helium singlet gives, with electron 2 at 4.0 bohr, $F_1/F_0=-0.1134$ and $F_0'/F_0=-0.1978$, both in bohr$^{-1}$. With the pair's centre fixed, the projected slopes are $-0.4998$ and $-0.2496$ bohr$^{-1}$, close to $-1/2$ and $-1/4$. The last digits are not converged: 525 functions give $F_0'/F_0=-0.1977$ and slopes $-0.4999$ and $-0.2501$, and a change of the exponent from $0.35$ to $0.30$ moves the $l=1$ slope by about $0.001$. With $\mathbf D$ fixed, the two brackets divided by $F_0$ are

$$-0.1134+0.0989=-0.0145,\qquad 0.0283-0.0494=-0.0211,$$

in bohr$^{-1}$ and bohr$^{-2}$. Their ratio is about $+1.5$; direct projection gives $+1.45\ \text{bohr}^{-1}$, a value that drops by about $0.01$ when the basis grows to 525 functions. Even the sign is wrong. The value is so large because the two contributions to the first bracket nearly cancel.

**Q.** Then may I multiply a whole trial function by $1+r/4$ whenever the pair is a triplet?

**A.** Near $r=0$, yes, if the function it multiplies is odd and smooth in $\mathbf r$: that gives the leading $l=1$ part its correct slope. It does not give the $l=3$ part its own slope, $(1/2)/4=1/8$. The condition belongs to each component separately, and a common factor that depends on $r$ alone, multiplying a smooth function, gives every component the same slope and so can satisfy it only for one $l$ at a time.
